# Why more paths through a bridge need not mean stronger coupling

Suppose the coupling between two sites is judged by the number of paths that join them. On a hexagon any two sites are joined by two paths, one each way round, so attaching terminals at sites 1 and 3 (meta) should work about as well as attaching them at 1 and 4 (para). In the model below, an electron placed on one para terminal reaches the other in about 100 fs. With meta terminals, as long as both terminal levels sit exactly at midgap, it is never transferred, apart from a probability of order \(10^{-4}\).

## What the coupling is

Let the bridge have real, orthonormal site orbitals and Hamiltonian \(H\). Two terminals L and R, both at energy zero, are joined by hopping \(-w\) to different bridge sites \(i\) and \(j\). With \(\mathbf c\) the vector of bridge amplitudes and \(\mathbf e_i\) the unit vector on site \(i\), the Schrödinger equation reads

\[
E c_L=-w c_i,\qquad E c_R=-w c_j,\qquad (E-H)\mathbf c=-w(c_L\mathbf e_i+c_R\mathbf e_j).
\]

If \(E\) is not a bridge level, the last equation gives \(\mathbf c=-wG(c_L\mathbf e_i+c_R\mathbf e_j)\), where \(G(E)=(E-H)^{-1}\). Inserting this in the first equation,

\[
E c_L=w^2G_{ii}(E)\,c_L+w^2G_{ij}(E)\,c_R ,
\]

and likewise for R. This is downfolding: the bridge has been eliminated, and the coupling it leaves behind is \(w^2G_{ij}(E)\). For weak \(w\) the terminal levels lie near \(E=0\), so \(G_{ij}(0)\) decides.

## The hexagon in full

Give all six sites energy zero and each bond the hopping \(-t\), with \(t>0\). The levels are \(-2t\cos k\) with \(k=0,\pm\pi/3,\pm2\pi/3,\pi\), that is \(\pm2t\) once and \(\pm t\) twice. Energy zero is therefore midgap.

Let \(g_n=G_{n1}(0)\). Since \(-HG(0)=1\), these numbers obey \(t(g_{n-1}+g_{n+1})=\delta_{n1}\). The equations at odd \(n\) contain only even sites:

\[
g_6+g_2=\frac1t,\qquad g_2+g_4=0,\qquad g_4+g_6=0 .
\]

The last two give \(g_2=g_6=-g_4\), and the first then gives \(g_2=g_6=1/(2t)\) and \(g_4=-1/(2t)\). The equations at even \(n\) contain only odd sites:

\[
g_1+g_3=0,\qquad g_3+g_5=0,\qquad g_5+g_1=0 .
\]

Hence \(g_1=-g_3=g_5=-g_1\), and all three vanish. For \(t=2\) eV the ortho element \(G_{12}\) is 0.25 eV⁻¹, the para element \(G_{14}\) is −0.25 eV⁻¹, and the meta element \(G_{13}\) is zero.

## What each path contributes

Write \(M=E-H\). Then \(G_{ij}\) is the cofactor of \(M_{ji}\) divided by \(\det M\). That cofactor sums over permutations that send \(j\) to \(i\). The cycle containing this step returns from \(i\) to \(j\) along a path \(p\) that visits no site twice; the remaining sites are permuted freely and give a determinant. A path of \(n\) hops belongs to a cycle of \(n+1\) sites, whose sign is \((-1)^n\). Its \(n\) factors \(M_{kl}=-H_{kl}\) supply another \((-1)^n\), so the signs cancel:

\[
G_{ij}(E)=\sum_p\Big(\prod_{p}H_{kl}\Big)\frac{\det(E-H_{\rm rest})}{\det(E-H)} .
\]

Here \(H_{\rm rest}\) is the bridge without the sites of \(p\). A path is thus weighted by what it leaves unused, which a count of paths ignores.

For an open chain of \(n\) sites the determinant \(D_n\) of \(E-H\) obeys \(D_n=ED_{n-1}-t^2D_{n-2}\), with \(D_0=1\) and \(D_1=E\). So \(D_2=E^2-t^2\) and \(D_3=E^3-2t^2E\). The ring has \(\det M=(E^2-4t^2)(E^2-t^2)^2\).

The short meta path has two hops and leaves a three-site chain; the long one has four hops and leaves one site. Their numerators add to

\[
t^2(E^3-2t^2E)+t^4E=t^2E(E^2-t^2).
\]

Each para path has three hops and leaves a two-site chain, so the para numerator is \(-2t^3(E^2-t^2)\). Dividing by \(\det M\),

\[
G_{13}=\frac{t^2E}{(E^2-4t^2)(E^2-t^2)},\qquad
G_{14}=\frac{-2t^3}{(E^2-4t^2)(E^2-t^2)},\qquad
\frac{G_{13}}{G_{14}}=-\frac{E}{2t}.
\]

At \(E=0\) each meta path gives zero by itself. The two arms do not cancel each other there; neither contributes. Elsewhere in the gap, \(0<|E|<t\), they do oppose each other, but incompletely: at \(E=0.2\) eV the short path gives 0.0254 eV⁻¹ and the long one −0.0128 eV⁻¹, leaving 0.0127 eV⁻¹ (each value rounded separately). Each para path gives −0.125 eV⁻¹ at midgap, and these two add.

## A second path can weaken a link

Remove sites 5 and 6, so that the single chain 1–2–3–4 remains. The recursion gives \(D_4=t^4\) at \(E=0\), and the one path leaves no sites over, so

\[
G_{14}^{\rm chain}(0)=\frac{-t^3}{t^4}=-\frac1t=-0.5\ {\rm eV}^{-1}.
\]

This is twice the para value. For the ring, the numerator is \(2(-t^3)(-t^2)=2t^5\) and the determinant is \(-4t^6\). Measured in units of \(t\), the second arm doubles the numerator but quadruples the size of the determinant, and the coupling halves.

Now keep all six sites and cut one bond of the second arm. The bridge is then a six-site chain with \(D_6=-t^6\) at midgap, and only the path 1–2–3–4 survives.

- If bond 4–5 is cut, sites 5 and 6 remain bonded and contribute \(-t^2\). Then \(G_{14}=(-t^3)(-t^2)/(-t^6)=-1/t\).
- If bond 5–6 is cut, sites 5 and 6 are separate and contribute \(E^2=0\). Then \(G_{14}=0\).

Two bridges with the same single path between the same two sites thus have couplings \(-1/t\) and zero.

A ladder with two rails of four sites, and hopping \(-t\) on every rail bond and rung, makes the point with more paths. Eight paths join diagonally opposite corners, and eight join the two ends of one rail. Numerical inversion at midgap gives zero for the first pair and 0.5 eV⁻¹ for the second.

## The general statement and its proof

Let the bridge sites form two sublattices A and B of equal size, with hopping only between A and B and all site energies zero:

\[
H=\begin{pmatrix}0&h\\ h^{T}&0\end{pmatrix},\qquad h\ \text{square and invertible}.
\]

Then \(G_{ij}(0)=0\) whenever \(i\) and \(j\) lie on the same sublattice.

For the proof, put a unit source \(\mathbf e\) on an A site and call the response \(\mathbf a\) on A and \(\mathbf b\) on B. The equation \(-HG(0)=1\) becomes

\[
h\mathbf b=-\mathbf e,\qquad h^{T}\mathbf a=0 .
\]

Because \(h^T\) is invertible, \(\mathbf a=0\). A source on B gives \(\mathbf b=0\) in the same way. The blocks that remain are \(G_{BA}=-h^{-1}\) and \(G_{AB}=-(h^{T})^{-1}\). Nothing forbids zeros inside them, as the cut at bond 5–6 showed: the theorem has no converse.

The path formula gives the same result term by term. A path between two A sites alternates between sublattices and uses one more A site than B sites. The remainder has one B site too many, so its B amplitudes have more unknowns than equations. It has a zero mode, and its determinant vanishes at \(E=0\). However many such paths there are, each adds zero.

In terms of levels, the zero does arise by cancellation. If \((\mathbf a,\mathbf b)\) has energy \(\varepsilon\), then \((\mathbf a,-\mathbf b)\) has energy \(-\varepsilon\). In \(G_{ij}(0)=-\sum_\nu\psi_{\nu i}\psi_{\nu j}/\varepsilon_\nu\) the partners cancel for equal sublattices and add for opposite ones. For the hexagon, the lower and upper three levels give −0.0417 and +0.0417 eV⁻¹ for meta, but −0.125 eV⁻¹ each for para.

## Terminal levels and transfer

For para terminals symmetry gives \(c_R=\pm c_L\), hence \(E=w^2(G_{11}\pm G_{14})\). From \(dG/dE=-G^2\) and \(G_{11}(0)=0\),

\[
G_{11}(E)\approx-E\sum_n G_{1n}(0)^2=-\frac{3E}{4t^2},
\]

because three elements have size \(1/(2t)\). As \(G_{14}\) is even in \(E\), it may be kept at its midgap value, and the splitting is

\[
\Delta E\approx\frac{w^2/t}{1+3w^2/(4t^2)} .
\]

The neglected terms are of order \(w^6/t^5\). For \(w=0.2\) eV this is \(0.0200/1.0075=0.01985\) eV, and diagonalization of all eight sites gives the same to these digits. The four-site chain gives 0.0392 eV, nearly twice as much. An electron starting on L is an even mixture of the two terminal states, up to small bridge parts, and reaches R when their relative phase is \(\pi\):

\[
\frac{\pi\hbar}{\Delta E}=104\ {\rm fs}.
\]

Time evolution with the full Hamiltonian gives a probability of 0.996 at that moment.

Both meta terminals are attached to A sites and so count as B sites. The whole system has three A and five B sites. Its B amplitudes obey three independent equations in five unknowns, so two levels stay at zero for every \(w\), and the splitting vanishes beyond lowest order too. The zero modes extend slightly into the bridge, and the bridge levels carry a little terminal weight, so a transfer amplitude of order \(w^2/t^2=0.01\) remains. Sampled over ten para transfer times, the largest probability is \(9\times10^{-5}\). This block needs the terminal levels exactly at midgap. If both sit at 0.2 eV, the coupling is \(w^2G_{13}(0.2\ {\rm eV})\), the splitting is about \(2\times0.04\times0.0127=1.0\times10^{-3}\) eV, and the electron does cross, in about 2 ps: twenty times slower than for para, but not forbidden.

## Where the zero fails

If the sublattices differ in size, \(h\) is not square. The three-site chain has end-to-end element \(t^2/(E^3-2t^2E)\), which tends to \(-1/(2E)\): −500 eV⁻¹ at 1 meV. Between these two end sites a resonance replaces the zero.

Energies or hoppings \(U_A\) added within A leave \(G_{AA}(0)\) at zero, since the equation \(h^T\mathbf a=0\) is unchanged. A term \(U_B\) within B changes it to \(h^T\mathbf a+U_B\mathbf b=0\). If \(U_A=0\), then \(\mathbf b=-h^{-1}\mathbf e\) still holds, and

\[
\mathbf a=(h^T)^{-1}U_Bh^{-1}\mathbf e,\qquad\text{so}\qquad G_{AA}(0)=G_{AB}\,U_B\,G_{BA},
\]

with the unperturbed blocks on the right. If \(U_A\) is present as well, this is only the leading term. An energy of 0.4 eV on site 2 of the hexagon gives \(G_{13}=0.4/(4t^2)=0.025\) eV⁻¹, a tenth of the para element in size and of opposite sign.

## A hexagon of hydrogen atoms

In a real ring, nothing forces the hopping within a sublattice to vanish. Take six hydrogen atoms on a regular hexagon of side 1 Å, a chosen geometry and not a claim of stability, in restricted Hartree–Fock theory with the STO-3G basis. Löwdin orthogonalization turns the atomic orbitals into Wannier-like site orbitals. The Fock matrix elements at ring distance 0 to 3 are \(f_0=1.754\), \(f_1=-12.113\), \(f_2=1.089\) and \(f_3=0.008\) eV. Only \(f_2\) joins equal sublattices.

The levels \(f_0+2f_1\cos k+2f_2\cos2k+f_3\cos3k\) are \(\varepsilon_0=-20.29\), \(\varepsilon_1=-11.46\) (twice), \(\varepsilon_2=12.79\) (twice) and \(\varepsilon_3=28.15\) eV. Summing over the ring states,

\[
G_{\rm meta}(E)=\frac16\left[\frac1{E-\varepsilon_0}-\frac1{E-\varepsilon_1}-\frac1{E-\varepsilon_2}+\frac1{E-\varepsilon_3}\right].
\]

Midgap is at \((\varepsilon_1+\varepsilon_2)/2=f_0-f_2=0.67\) eV, where the two middle terms cancel. With \(s=2f_1+f_3\), the outer denominators are \(-3f_2-s\) and \(-3f_2+s\), so

\[
G_{\rm meta}=\frac16\,\frac{-6f_2}{9f_2^2-s^2}=\frac{f_2}{s^2-9f_2^2}=0.0019\ {\rm eV}^{-1}.
\]

The para element is −0.0410 eV⁻¹, so meta is 4.6% of para in size: weak, but not zero.

The zero has moved, not disappeared. Just above \(\varepsilon_1\) the bracket tends to \(-\infty\), and just below \(\varepsilon_2\) to \(+\infty\). In between its slope is positive, because \(1/(E-\varepsilon_1)^2\) exceeds \(1/(E-\varepsilon_0)^2\), and \(1/(E-\varepsilon_2)^2\) exceeds \(1/(E-\varepsilon_3)^2\). There is therefore one zero in the gap. Root finding places it at −0.46 eV, 1.13 eV below midgap in a gap 24.2 eV wide, and para there is still −0.041 eV⁻¹. These numbers belong to a mean-field treatment in a minimal basis, which omits electron correlation and the freedom of the orbitals to change shape. The size and sign of the small meta element, and the direction in which the zero shifts, depend on that choice and should not be carried over to other bases or molecules.

Numbers in the example were calculated in double precision.
